# Surface-Response Shift of the Nonretarded Plasmon on a Drude Metal

**Q.** A near-field mask with a 10 nm period drives surface plasmons whose wavelength is only a few tens of atomic spacings. The usual formula treats the metal as ending at a mathematical plane. Why should I trust it there?

**A.** It needs a correction. Let me first fix the sharp-plane result. I use atomic units, with metal in $z<0$, vacuum in $z>0$, and fields varying as $e^{iqx-i\omega t}$ with $q>0$. Retardation is dropped for now, so $\mathbf E=-\nabla\phi$. The bulk metal is Drude:

$$\varepsilon(\omega)=1-\frac{\omega_p^2}{\omega^2},\qquad \omega_p^2=4\pi n_0 ,$$

where $n_0$ is the electron density. Where the medium is uniform and $\varepsilon\neq0$, there is no induced charge and $\phi''=q^2\phi$. The decaying solutions are

$$\phi_m=Be^{qz},\qquad \phi_v=Ae^{-qz}.$$

For a sharp plane, continuity of $\phi$ gives $A=B$, and continuity of $\varepsilon\phi'$ gives $-qA=\varepsilon qB$. Hence $\varepsilon=-1$ and $\omega_s=\omega_p/\sqrt2$, whatever the value of $q$.

**Q.** Real induced charge is spread over some thickness. Do you need its whole profile?

**A.** Two moments suffice at first order. Continue $\phi_m$ and $\phi_v$ to $z=0$, and call the jumps there $J_0=\phi_v-\phi_m$ and $J_1=\phi_v'-\phi_m'$. The true potential obeys $\phi''-q^2\phi=-4\pi\rho$. The continued one obeys the same equation with the source $J_1\delta(z)+J_0\delta'(z)$. Their difference $\Phi$ vanishes outside the surface layer and satisfies

$$\Phi''-q^2\Phi=-4\pi\rho-J_1\delta(z)-J_0\delta'(z).$$

Multiply by $\cosh qz$ and integrate. Two integrations by parts remove the left side, because $\cosh qz$ solves the homogeneous equation. The $\delta'$ term gives minus the slope of $\cosh qz$ at zero, which vanishes. Repeat with $\sinh(qz)/q$, which is zero at the origin and has unit slope there. The results are

$$J_1=-4\pi\!\int\!\rho\cosh qz\,dz,\qquad J_0=4\pi\!\int\!\rho\,\frac{\sinh qz}{q}\,dz .$$

For a layer thin compared with $1/q$, these become $-4\pi\sigma$ and $4\pi\sigma d$, where

$$\sigma=\int\rho\,dz,\qquad d\equiv d_\perp=\frac{\int z\rho\,dz}{\int\rho\,dz}.$$

The Feibelman length $d$ is thus the centroid of the induced charge in the long-wave limit, positive towards vacuum. It is complex when parts of the charge oscillate out of phase. Now $J_0=-dJ_1$, while $J_0=A-B$ and $J_1=-q(A+B)$, so

$$A-B=qd\,(A+B).\tag{1}$$

**Q.** That is one condition. What justifies keeping the old flux condition when the layer is not a bulk metal?

**A.** Here the assumption $d_\parallel=0$ enters. Charge conservation and Poisson's equation together give $\nabla\cdot\mathbf D=0$, or $D_z'=-iqD_x$. Integrating the difference between the true and continued fields gives

$$D_{z,v}(0)-D_{z,m}(0)=-iq\int(D_x-D_{x,\rm step})\,dz .$$

For a locally responding layer, $D_x=-iq\,\varepsilon(z)\phi$. To leading order $\phi$ has one value $\phi_0$ across the layer. With $D_{z,v}(0)=qA$ and $D_{z,m}(0)=-\varepsilon qB$,

$$q(A+\varepsilon B)=-q^2\phi_0\int(\varepsilon(z)-\varepsilon_{\rm step})\,dz .$$

Integration by parts turns the integral into $-\int z\,(d\varepsilon/dz)\,dz=-(1-\varepsilon)d_\parallel$, where $d_\parallel$ is the centroid of the change in tangential response. With $z=0$ placed so that $d_\parallel=0$, this term vanishes. What remains comes from the variation of $\phi$ across the layer, itself of order $q$, so

$$A=-\varepsilon B\tag{2}$$

holds up to a relative error of order $q^2$.

**Q.** So the answer depends on where you put the origin?

**A.** The two lengths depend on it, but their difference does not. If $d_\parallel$ is kept, then near $\varepsilon=-1$, with $\phi_0\simeq B$, the flux condition reads $A=-\varepsilon B+2qd_\parallel B$. Equation (1) reads $A-B=2qd_\perp B$. Subtracting $B$ from the first and equating gives $\varepsilon+1=-2q(d_\perp-d_\parallel)$. Moving the origin changes both lengths equally. If $d_\parallel$ is complex, no real displacement of the origin removes it, and the difference must be kept.

**Q.** Then finish the case $d_\parallel=0$. What happens to the frequency?

**A.** Put (2) into (1). The left side is $-(1+\varepsilon)B$ and the right side is $qd(1-\varepsilon)B$, so

$$\varepsilon+1=qd\,(\varepsilon-1).\tag{3}$$

Inserting the Drude function gives

$$2-\frac{\omega_p^2}{\omega^2}=-qd\,\frac{\omega_p^2}{\omega^2}
\quad\Rightarrow\quad
\omega^2=\omega_s^2(1-qd).$$

Expanding the square root,

$$\frac{\omega}{\omega_s}=1-\frac{qd}{2}+O(q^2),\qquad
\frac{\operatorname{Re}\omega-\omega_s}{\omega_s}\simeq-\frac q2\operatorname{Re}d .\tag{4}$$

I do not keep the next term of the square root, because (1) was already truncated. Likewise, $d$ may be taken at $\omega_s$: the pole moves by an amount of order $q$, so a smooth change of $d$ with frequency enters (4) at order $q^2$.

**Q.** Algebra can hide a sign. Why should charge lying further out lower the frequency?

**A.** Treat the charge as a sheet $\sigma$ at $z=d$. Its potential in the metal is $(2\pi\sigma/q)e^{q(z-d)}$, with slope $2\pi\sigma e^{-qd}\simeq2\pi\sigma(1-qd)$ at the reference plane. An electron has charge $-1$ and mass $1$, so its acceleration is $+\phi'$ and the current obeys $\dot J_z=-n_0\phi'$. With no excess tangential current, $\dot\sigma=J_z$. Therefore

$$\ddot\sigma=-2\pi n_0(1-qd)\,\sigma=-\omega_s^2(1-qd)\,\sigma .$$

Charge further out pulls less strongly on the electrons that feed it. The restoring force falls by the fraction $qd$, and the frequency by half of that.

**Q.** Show me a surface where you did not assume the answer.

**A.** Take a layer of thickness $L$ in which the density falls as $n/n_0=1-s^2$ for $0<s<1$, with local Drude response. At $\omega_s$ its permittivity is $\varepsilon=2s^2-1$. The centroid of $d\varepsilon$ is $\int_0^12s^2ds=2/3$, so $d_\parallel=0$ requires $z=L(s-2/3)$.

In the long-wave limit $D_z$ is uniform and $E_z\propto1/\varepsilon$. The induced charge is proportional to $dE_z/dz$, and the total change of $1/\varepsilon$ is $1-(-1)=2$. Integrating by parts,

$$d=\frac12\left\{\left[\frac z\varepsilon\right]_{s=0}^{s=1}-L\int_0^1\frac{ds}{2s^2-1}\right\}.$$

The bracket is $L(1/3-2/3)=-L/3$. The integral meets $\varepsilon=0$ at $s=1/\sqrt2$. Causality means approaching real $\omega$ from above, which adds a small positive imaginary part to $\varepsilon$. The integral is then its principal value, $-\ln(1+\sqrt2)/\sqrt2$, plus $-i\pi$ divided by the slope $d\varepsilon/ds=2\sqrt2$. Hence

$$\frac dL=\frac12\left[-\frac13+\frac{\ln(1+\sqrt2)}{\sqrt2}+\frac{i\pi}{2\sqrt2}\right]=0.1449+0.5554\,i .$$

Separately, the full equation $(\varepsilon\phi')'=q^2\varepsilon\phi$ was integrated through the layer and its complex pole found. At $qL=0.01$ the solved shift is $(-7.291-27.825\,i)\times10^{-4}\,\omega_s$, while (4) gives $(-7.247-27.768\,i)\times10^{-4}\,\omega_s$. Halving $q$ divides the discrepancy by 4.02, as a remainder of order $q^2$ should. The error in (2) falls by 4.01, also as expected.

**Q.** The imaginary part is larger than the real part, yet the bulk has no damping. Where does the energy go?

**A.** In this model it goes into the resonance at $\varepsilon=0$ inside the layer. With our time factor, $\operatorname{Im}\omega=-\omega_sq\operatorname{Im}d/2$, so positive $\operatorname{Im}d$ makes the plasmon decay. The energy full width of an isolated resonance is $-2\operatorname{Im}\omega$. Weak bulk damping $\gamma$ replaces $\omega^2$ by $\omega(\omega+i\gamma)$ in the Drude function, so

$$\omega=-\frac{i\gamma}{2}+\sqrt{\omega_s^2(1-qd)-\frac{\gamma^2}{4}},\qquad
\Gamma\simeq\gamma+\omega_sq\operatorname{Im}d .$$

**Q.** Can the shift go the other way?

**A.** Yes. Let electrons with pressure, described by hydrodynamics, meet a hard wall at $z=0$. For induced electron density $n$ and velocity $\mathbf v$,

$$-i\omega\mathbf v=\nabla\phi-\beta^2\frac{\nabla n}{n_0},\qquad -i\omega n+n_0\nabla\cdot\mathbf v=0,\qquad \nabla^2\phi=4\pi n .$$

Take the divergence of the first equation and use the other two. This gives $\beta^2\nabla^2n=(\omega_p^2-\omega^2)n$, so $n\propto e^{\kappa z}$ with $\kappa^2=q^2+(\omega_p^2-\omega^2)/\beta^2$. The charge lies inside the wall. At $q=0$ and $\omega=\omega_s$ its centroid is $d=-1/\kappa=-\beta/\omega_s$. The tangential response ends at the wall in the long-wave limit, so $d_\parallel=0$ there.

The full solution confirms the sign. Write $\phi=Be^{qz}+Ce^{\kappa z}$ in the metal. Continuity of $\phi$ and $\phi'$ gives $A=B+C$ and $-qA=qB+\kappa C$, hence $2qB=-(\kappa+q)C$. Poisson's equation gives $4\pi n=(\kappa^2-q^2)Ce^{\kappa z}$, so the pressure term at the wall is $(1-\omega^2/\omega_p^2)\kappa C$. Zero normal velocity then requires $qB+(\omega^2/\omega_p^2)\kappa C=0$. Eliminating $B$,

$$\omega^2=\omega_s^2\left(1+\frac q\kappa\right)\simeq\omega_s^2\left(1+\frac{\beta q}{\omega_s}\right).$$

The frequency rises by the fraction $\beta q/(2\omega_s)=-qd/2$. The graded layer above and this hard wall therefore give opposite shifts under one law. The hard wall is an idealisation. On clean simple metals such as aluminium the electrons spill out and the initial shift is downward, while the upward shift seen on silver is attributed to screening by its bound $d$ electrons, not to a wall.

**Q.** Now put numbers on the mask.

**A.** I choose round parameters roughly in the regime of aluminium: $\hbar\omega_p=15$ eV, $\hbar\gamma=0.6$ eV and $d=0.5+0.3i$ Å. They are not a measured set. A weak grating of period $\Lambda=100$ Å (10 nm) supplies

$$q=\frac{2\pi}{\Lambda}=0.06283\ \text{Å}^{-1},\qquad \hbar\omega_s=\frac{15}{\sqrt2}=10.607\ \text{eV}.$$

The fractional shift is $-0.06283\times0.5/2=-1.57\%$, or $-0.167$ eV. The plasmon moves to 10.44 eV, a free-space wavelength of about 119 nm. Solving (3) with damping, once with $d$ and once with $d=0$, gives two real frequencies that differ by $-1.58\%$ of $\omega_s$. The width is $0.6+10.607\times0.06283\times0.3=0.80$ eV.

**Q.** The shift is a fifth of the width. Would an exposure notice?

**A.** The shift alone has a modest effect within this model; the added width matters more. Suppose the source is tuned to the unshifted energy and the response is one Lorentzian of fixed width. The near-field intensity relative to its resonant value is then

$$\frac1{1+(2\times0.167/0.80)^2}\simeq0.85 .$$

That is a loss of about 15% from detuning, provided the drive is weak and no other mode contributes. The peak itself is also lower, because $\operatorname{Im}d$ widens the line from 0.6 to 0.80 eV. For the same drive, a Lorentzian peak intensity scales roughly as the inverse square of the width, which gives $(0.6/0.80)^2\simeq0.56$. Together the two effects leave about half of the intensity predicted for a sharp plane. The separate factors are rough, because $d$ also changes the coupling strength. Solving (1) and (2) with a driving field gives a peak ratio near 0.61 and a total of 0.48 to 0.51, depending on the side from which the surface is driven.

**Q.** You dropped retardation. Is that safe at this period?

**A.** The shift from retardation is smaller than the surface-response shift here, but it grows with period. For a sharp local surface, the retarded condition is $\varepsilon\sqrt{q^2-k^2}+\sqrt{q^2-\varepsilon k^2}=0$, with $k=\omega/c$. Moving one term across and squaring gives $q^2(\varepsilon^2-1)=k^2\varepsilon(\varepsilon-1)$, so $\varepsilon+1=k^2\varepsilon/q^2\simeq-k^2/q^2$. Near $\omega_s$ the Drude function gives $\varepsilon+1\simeq4\,\delta\omega/\omega_s$, hence

$$\frac{\delta\omega}{\omega_s}\simeq-\frac{k_s^2}{4q^2},\qquad k_s=\frac{\omega_s}{c}.$$

For the example this is $-0.18\%$. It equals the surface-response shift when $q^3=k_s^2/(2\operatorname{Re}d)$, at a period of about 205 Å for the same $d$. At longer periods retardation is the larger of the two.

As a gauge of the next order in $q$, take the hard-wall metal at the same density, with $\beta^2=3v_F^2/5$ and $v_F$ the Fermi velocity of a free-electron gas. It has $\hbar\beta=9.98$ eV Å and departs from its own linear law by $+0.04\%$ of $\omega_s$. Other surfaces can depart by more. The graded layer above, stretched until $\operatorname{Re}d=0.5$ Å, has a larger $\operatorname{Im}d$ than the example, and its real frequency departs from the linear law by about $-0.3\%$ at this $q$.

**Q.** A lithography stack has oxide or resist on the metal. What survives?

**A.** The vacuum assumption does not. Put a film of permittivity $\varepsilon_l$ and thickness $t$ on a sharp metal surface. A potential that joins the decaying vacuum field at $z=t$ is

$$\phi=\cosh q(t-z)+\frac1{\varepsilon_l}\sinh q(t-z).$$

At $z=t$ it has $\varepsilon_l\phi'=-q\phi$, as vacuum requires. At $z=0$ the ratio $-\varepsilon_l\phi'/(q\phi)$ is

$$\varepsilon_{\rm eff}=\varepsilon_l\,\frac{1+\varepsilon_l\tanh qt}{\varepsilon_l+\tanh qt}.$$

Flux continuity gives $\varepsilon=-\varepsilon_{\rm eff}$, so $\omega=\omega_p/\sqrt{1+\varepsilon_{\rm eff}}$. With the trial values $t=20$ Å and $\varepsilon_l=2$, $\varepsilon_{\rm eff}=1.895$ and the frequency falls by 16.9%, about eleven times the shift we set out to find. The film also changes the surface charge, so the vacuum value of $d$ cannot simply be carried over.

**Q.** And the metal itself? Few metals are pure Drude.

**A.** Let bound electrons add a constant background, $\varepsilon=\varepsilon_b-\omega_p^2/\omega^2$. The unshifted frequency becomes $\omega_b=\omega_p/\sqrt{\varepsilon_b+1}$. Near it, $\varepsilon+1\simeq2(\varepsilon_b+1)\,\delta\omega/\omega_b$, while the right side of (3) is $-2qd$. Thus

$$\frac{\delta\omega}{\omega_b}=-\frac{qd}{\varepsilon_b+1}.$$

The factor $1/2$ belongs to $\varepsilon_b=1$. The length $d$ must also be that of the surface with the background, measured from its own $d_\parallel=0$ plane. In the graded layer with the background ending at $s=0$, $\operatorname{Re}d$ falls from $0.145L$ to $0.123L$ at $\varepsilon_b=1.05$ and becomes $-1.0L$ at $\varepsilon_b=4$, so a strong background can reverse the shift. A trial background of 1.05 changes it to 0.488 and lowers the starting frequency by 1.2%, nearly as much as the surface response does. Heating matters less: for a rough linear expansion of $2.3\times10^{-5}$ K$^{-1}$, a 100 K rise dilutes the electrons and lowers the frequency by 0.34%.

**Q.** How far is this from an actual plasmonic exposure?

**A.** Far enough that the number should not be carried over directly. The example needs a source near 119 nm, in the vacuum ultraviolet. Aluminium exposed to air also grows an oxide, roughly a few nanometres thick, so a coated surface is closer to practice than a bare one. The trial value $\varepsilon_l=2$ is low for an oxide at these energies, however. With $\varepsilon_l=4$ and the same thickness, the film formula gives a fall of 34%, and absorption in the film would also broaden the plasmon. The $-1.57\%$ describes a clean, flat, thick Drude metal in vacuum with the chosen $d$. For a coated mask, the film and the bound background must be fixed to better than a percent in frequency before a shift of this size can be assigned to $d$.

## Computed results

```
GRADED LAYER (thickness L = 1, ws = 1)
d_perp / L = 0.1449 + 0.5554 i
qL = 0.010: solved shift/ws = -0.0007291 -0.0027825 i
   first-order shift/ws = -0.0007247 -0.0027768 i
qL = 0.005: solved shift/ws = -0.0003635 -0.0013898 i
   first-order shift/ws = -0.0003624 -0.0013884 i
slope at q=0, solved = -0.07247 -0.27768 i
-d_perp/(2L) = -0.07247 -0.27768 i
remainder ratio on halving q = 4.019
potential-jump error ratio = 2.007
flux-matching error ratio = 4.007
pole change with other path, /ws = 4.8e-14
from layer foot: d_perp/L = 0.8116 +0.5554 i
from layer foot: d_par/L = 0.6667
HYDRODYNAMIC HARD WALL (beta = ws = 1)
d_perp = -1.0000, solved slope = 0.50000
EXAMPLE (rough aluminium regime)
bulk plasmon energy = 15.0 eV
bulk damping = 0.6 eV
d_perp = 0.5 + 0.3 i angstrom
grating period = 100 angstrom = 10 nm
q = 0.06283 1/angstrom
unshifted surface plasmon = 10.607 eV
first-order fraction = -1.571 %
fraction from solved pole condition = -1.579 %
first-order energy shift = -0.1666 eV
shifted surface plasmon = 10.440 eV
its free-space wavelength = 118.8 nm
full width, first order = 0.800 eV
full width, solved = 0.803 eV
NEGLECTED EFFECTS (fraction of unshifted energy)
retardation = -0.183 %
period where it equals d shift = 205 angstrom
hydrodynamic hbar*beta = 9.98 eV angstrom
next order in q, hydrodynamic = 0.044 %
film: thickness 20 angstrom, permittivity 2.0
film effective permittivity = 1.895
film shift = -16.88 %
trial bound background = 1.05
background shift = -1.23 %
coefficient replacing 1/2 = 0.4878
linear expansion = 2.3e-05 1/K, heating = 100 K
thermal shift = -0.344 %
```
